\section*{Resistivity of Metal Films with Small Soffer Roughness at Both Surfaces}

\section{From a rough wall to a specularity}

\textbf{Q:} A metal film carries a current parallel to its surfaces. If both surfaces are slightly rough, by how much does the resistivity rise? I doubt that this has a definite answer before you say what a rough surface does to an electron.

\textbf{A:} It has none without a surface model. Take free electrons with Fermi wavenumber $k_F$, and let $u=|\cos\theta|$, where $\theta$ is the angle between the velocity and the surface normal. Let the surface height $\zeta$ be Gaussian with mean zero and rms value $h$. A wave reflected at height $\zeta$ instead of zero has its phase shifted by $\phi=2k_Fu\zeta$, up to a sign, because its normal wavenumber $k_Fu$ counts on the way in and on the way out. The specular amplitude is the average of $e^{i\phi}$ over the surface. For a Gaussian variable $\langle e^{i\phi}\rangle=e^{-\langle\phi^2\rangle/2}$, so the specular probability is
\begin{equation}
p(u)=\left|\langle e^{i\phi}\rangle\right|^2=e^{-4su^2},\qquad s=k_F^2h^2 .
\label{soffer}
\end{equation}
This is the Soffer specularity in its simplest form, which contains no lateral correlation length. The local-phase picture behind it assumes a wall that is flat over an electron wavelength; the hard-wall calculation below recovers $1-p\simeq4su^2$ only in that long-correlation limit.

\textbf{Q:} That tells me how much is reflected specularly. Where does the rest go?

\textbf{A:} Here an assumption enters that does not follow from the phase average: the fraction $w=1-p$ is taken to leave the wall with no memory of its drift along the film. I keep this for now and return to it below.

\section{The film formula}

\textbf{Q:} I would not accept a ready-made thick-film formula either. Can you derive it?

\textbf{A:} Let the film fill $0<z<d$, with the field along $x$. Bulk scattering is isotropic with relaxation time $\tau$, and $\lambda=v_F\tau$ is the bulk mean free path. Write $g$ for the deviation of the distribution from equilibrium and $g_b\propto v_x$ for its bulk value. The linearized Boltzmann equation is
\begin{equation}
\pm\lambda u\,\frac{\partial g_\pm}{\partial z}+g_\pm=g_b ,
\end{equation}
with the upper sign for electrons moving towards larger $z$. Its solutions relax to $g_b$ away from the wall that the electron has left:
\begin{equation}
g_+=g_b\left[1-A\,e^{-z/\lambda u}\right],\qquad
g_-=g_b\left[1-B\,e^{-(d-z)/\lambda u}\right].
\end{equation}
At each wall the outgoing deviation is $p$ times the incoming one, since the diffuse part carries no drift. With $E=e^{-d/\lambda u}$ and specularities $p_1,p_2$,
\begin{equation}
1-A=p_1(1-BE),\qquad 1-B=p_2(1-AE).
\label{walls}
\end{equation}

The current weights each direction by $v_x^2$, which after averaging over the azimuth is proportional to $1-u^2$. Since $\int_0^1(1-u^2)du=2/3$, the normalized weight is $\tfrac32(1-u^2)$. The average of $A\,e^{-z/\lambda u}$ over the thickness is $A(\lambda u/d)(1-E)$, and likewise for $B$. Half of the electrons move each way, so
\begin{equation}
\frac{\sigma}{\sigma_0}=1-\frac{3\lambda}{4d}\int_0^1(u-u^3)(1-E)(A+B)\,du .
\label{film}
\end{equation}

\textbf{Q:} The factor $(1-E)(A+B)$ still mixes the two surfaces.

\textbf{A:} Put $p_i=1-w_i$ into (\ref{walls}):
\begin{align}
A&=w_1+BE-w_1BE,\\
B&=w_2+AE-w_2AE .
\end{align}
Add these and move $E(A+B)$ to the left:
\begin{equation}
(1-E)(A+B)=w_1+w_2-E\,(w_1B+w_2A).
\label{identity}
\end{equation}
The last term describes electrons that reach one wall while still depleted of drift by the other. In a thick film, $d\gg\lambda$, it vanishes because $E\le e^{-d/\lambda}$. What remains is the thick-film formula,
\begin{equation}
\frac{\Delta\rho}{\rho_0}\simeq\frac{3\lambda}{4d}\int_0^1(u-u^3)(w_1+w_2)\,du .
\label{thick}
\end{equation}
I have used $\rho/\rho_0=(\sigma/\sigma_0)^{-1}$ and dropped the square of the small conductivity loss. For equal, constant $p$ the integral is $2(1-p)(\tfrac12-\tfrac14)$, which gives $3\lambda(1-p)/(8d)$.

\section{Small roughness}

\textbf{Q:} Now put the roughness in.

\textbf{A:} For equal surfaces with $s\ll1$, equation (\ref{soffer}) gives $w_1=w_2\simeq4su^2$. Then
\begin{align}
\frac{\Delta\rho}{\rho_0}
&\simeq\frac{3\lambda}{4d}\,8s\int_0^1(u^3-u^5)\,du
=\frac{6s\lambda}{d}\left(\frac14-\frac16\right)\notag\\
&=\frac{s\lambda}{2d}=\frac{k_F^2h^2\lambda}{2d}.
\label{result}
\end{align}
If the surfaces differ, $w_1+w_2=4k_F^2(h_1^2+h_2^2)u^2$, so $h^2$ is replaced by $(h_1^2+h_2^2)/2$. The factor $u^2$ favours electrons that strike the wall steeply, while $u-u^3$ removes those that move straight across the film, because they carry no current along it.

\textbf{Q:} Must the film be thick for this? The derivation dropped a term on that ground.

\textbf{A:} Not at first order in $h^2$. For equal walls (\ref{walls}) gives $A=B=w/(1-pE)$. The dropped term in (\ref{identity}), relative to the retained $2w$, is then
\begin{equation}
\frac{wE}{1-pE}\le\frac{w}{e^{d/\lambda u}-1}\le\frac{w\lambda u}{d}\le\frac{4s\lambda}{d},
\end{equation}
where I used $p\le1$, $e^x-1\ge x$, $w\le4su^2$ and $u\le1$. It is therefore enough that $s\ll1$ and $4s\lambda/d\ll1$. As a test, I followed electrons back through their successive reflections in a film with $d/\lambda=0.25$ and $s=10^{-4}$. The computed increase was $0.9996$ times (\ref{result}).

\textbf{Q:} It still seems odd that a film thinner than the mean free path obeys a thick-film law. Is there a physical reason?

\textbf{A:} Momentum balance gives one. With constant $\tau$, the bulk removes the total drift momentum at the rate $1/\tau$, whatever its distribution over $z$ and angle. The walls remove a further amount. To first order this can be computed with the undisturbed distribution, because nearly specular walls hardly change it.

Let the field displace the Fermi sphere by $\kappa$ along $x$, so that $g_b=\kappa\hbar v_x\,\delta(\varepsilon-E_F)$. For electrons striking a wall, $v_z\,dk_z=d\varepsilon/\hbar$, which turns the flux integral into one over the in-plane wavevector $\mathbf k$ with $|\mathbf k|<k_F$. With two spins, the momentum lost at both walls per unit area and time is
\begin{equation}
S=2\cdot\frac{2\kappa\hbar^2}{(2\pi)^3m}\int d^2k\;k_x^2\,w,
\qquad w=4h^2k_z^2 .
\label{loss}
\end{equation}
Averaging $k_x^2$ over the azimuth gives $k^2/2$, and $k_z^2=k_F^2-k^2$. Hence
\begin{equation}
\int d^2k\,k_x^2\,4h^2k_z^2
=4\pi h^2\int_0^{k_F}k^3(k_F^2-k^2)\,dk=\frac{\pi h^2k_F^6}{3},
\label{sofferloss}
\end{equation}
and $S=\kappa\hbar^2h^2k_F^6/(6\pi^2m)$. The bulk loss per unit area is $nd\hbar\kappa/\tau$ with $n=k_F^3/(3\pi^2)$. The ratio is
\begin{equation}
\frac{S}{nd\hbar\kappa/\tau}=\frac{h^2k_F^2}{2d}\,\frac{\hbar k_F\tau}{m}=\frac{k_F^2h^2\lambda}{2d}.
\end{equation}
This second route never compares $d$ with $\lambda$, apart from requiring that the walls disturb the distribution weakly.

\section{When the roughness is no longer small}

\textbf{Q:} How small is small?

\textbf{A:} Keep the whole Soffer exponential in (\ref{thick}) and write the result as $F\lambda/d$. With $t=u^2$ and $a=4s$,
\begin{equation}
F=\frac34\int_0^1(1-t)(1-e^{-at})\,dt .
\end{equation}
Integration by parts gives
\begin{align}
\int_0^1(1-t)e^{-at}dt
&=\left[-\frac{(1-t)e^{-at}}{a}\right]_0^1-\frac1a\int_0^1e^{-at}dt\notag\\
&=\frac1a-\frac{1-e^{-a}}{a^2},
\end{align}
and therefore
\begin{equation}
F=\frac34\left[\frac12-\frac1a+\frac{1-e^{-a}}{a^2}\right].
\end{equation}
For $x\ge0$ we have $x-x^2/2\le1-e^{-x}\le x$. With $x=4su^2$, the upper bound integrates to $s/2$. The quadratic term contributes $\tfrac32\cdot8s^2\int_0^1(u^5-u^7)du=12s^2/24=s^2/2$. Thus
\begin{equation}
\frac s2(1-s)\le F\le\frac s2 .
\end{equation}
The linear law lies above the thick-film Soffer integral, and the difference is at most a fraction $s$ of the linear value. For large $s$, $F$ tends to $3/8$, the value for fully diffuse walls. The growth with $h^2$ must therefore stop.

\section{Numbers for a copper-like film}

\textbf{Q:} Give me a case with real dimensions.

\textbf{A:} Take rough values for a copper interconnect layer near room temperature: $k_F=14\ \mathrm{nm^{-1}}$, $\lambda=40$ nm and $d=100$ nm. Choose $h=0.02$ nm to stay inside the law. Then $k_Fh=0.28$, $s=0.0784$, and
\begin{equation}
\frac{\Delta\rho}{\rho_0}=\frac{0.0784\times40}{2\times100}=0.0157,
\end{equation}
an increase of $1.57\,\%$. The thick-film integral with the full exponential gives $1.45\,\%$. The complete formula (\ref{film}), inverted to a resistivity, gives $1.47\,\%$, so the linear law is $7\,\%$ too high relative to it. The law exceeds the thick-film integral by $10\,\%$ already at $h=0.022$ nm.

\textbf{Q:} And in absolute units?

\textbf{A:} Insert $\tau=m\lambda/(\hbar k_F)$ and $n=k_F^3/(3\pi^2)$ into $\rho_0=m/(ne^2\tau)$:
\begin{equation}
\rho_0\lambda=\frac{3\pi^2\hbar}{e^2k_F^2},\qquad
\Delta\rho=\frac{3\pi^2}{2}\,\frac{\hbar}{e^2}\,\frac{h^2}{d}.
\end{equation}
Both $k_F$ and $\lambda$ cancel. A larger $k_F$ makes the same wall look rougher, as $k_F^2$, and lets faster electrons strike it more often, as $k_F$, but it also brings more carriers, as $k_F^3$. With $\hbar/e^2=4108\ \Omega$,
\begin{equation}
\Delta\rho=14.80\times4108\ \Omega\times\frac{(0.02\ \mathrm{nm})^2}{100\ \mathrm{nm}}
=0.243\ \Omega\,\mathrm{nm},
\end{equation}
or $0.024\ \mu\Omega\,$cm, beside a model bulk value of $1.55\ \mu\Omega\,$cm.

If $\lambda\propto1/T$, which is a rough rule for phonon scattering, then at 400 K $\lambda=30$ nm and the relative increase falls to $1.18\,\%$. At fixed $h$ and $d$ the absolute increase is unchanged. By the same rule, warming the bulk metal by $4.7$ K from 300 K raises its resistivity as much as this roughness does. A Bloch--Gr\"uneisen curve for copper is steeper and gives about $4.2$ K, with $\lambda\simeq29$ nm at 400 K.

\section{Does the diffuse part really lose its drift?}

\textbf{Q:} You promised to return to the diffuse electrons. A gently undulating wall should deflect them only slightly.

\textbf{A:} That objection is sound, and a hard wall shows its size. Let $\psi_0=e^{i\mathbf k\cdot\mathbf r}(e^{-ik_zz}-e^{ik_zz})$ describe reflection from a flat wall. At $z=\zeta(\mathbf r)$ it equals $-2ik_z\zeta e^{i\mathbf k\cdot\mathbf r}$ to first order, so the scattered wave must equal $+2ik_z\zeta e^{i\mathbf k\cdot\mathbf r}$ at the wall. Its amplitude at $\mathbf k'$ is $2ik_z$ times the Fourier component of $\zeta$ at $\mathbf k'-\mathbf k$. The ratio of normal fluxes supplies a factor $k_z'/k_z$. With $W$ the roughness spectrum, the scattering probability is
\begin{equation}
dP=4k_zk_z'\,W(\mathbf k'-\mathbf k)\,\frac{d^2k'}{(2\pi)^2}.
\end{equation}

In the momentum balance, the Soffer integrand $k_x^2w$ becomes $k_x(k_x-k_x')$ weighted with $dP$. Since $k_zk_z'W$ is symmetric, exchanging $\mathbf k$ and $\mathbf k'$ and averaging the two forms replaces $k_x(k_x-k_x')$ by $\tfrac12(k_x-k_x')^2$. Isotropy turns this into $q^2/4$, with $\mathbf q=\mathbf k'-\mathbf k$. Dividing by (\ref{sofferloss}) gives the correction factor to (\ref{result}),
\begin{equation}
C=\frac{3}{\pi h^2k_F^6}\int d^2k\int\frac{d^2k'}{(2\pi)^2}\,k_zk_z'\,q^2\,W(q).
\end{equation}

\textbf{Q:} What does it give for a definite surface?

\textbf{A:} Let the height correlation be $h^2e^{-r^2/L^2}$, so that $W=\pi h^2L^2e^{-q^2L^2/4}$. For $k_FL\gg1$, $k_z'\simeq k_z$ and $\int q^2W\,d^2q/(2\pi)^2=4h^2/L^2$. With $\int k_z^2d^2k=\pi k_F^4/2$,
\begin{equation}
C\simeq\frac{3}{\pi h^2k_F^6}\cdot\frac{4h^2}{L^2}\cdot\frac{\pi k_F^4}{2}=\frac{6}{(k_FL)^2}.
\end{equation}
In this limit, away from grazing incidence, the total scattering probability is still $4k_z^2h^2$, as in Soffer's law, but the electrons are deflected through small angles and keep most of their drift.

For $k_FL\ll1$, $W\simeq\pi h^2L^2$ and the cross term in $q^2=k^2+k'^2-2\mathbf k\cdot\mathbf k'$ averages to zero. Using $\int k_zd^2k=2\pi k_F^3/3$ and $\int k_zk^2d^2k=4\pi k_F^5/15$,
\begin{equation}
C\simeq\frac{3}{\pi k_F^6}\,\frac{L^2}{4\pi}\;2\,\frac{2\pi k_F^3}{3}\,\frac{4\pi k_F^5}{15}
=\frac{4}{15}(k_FL)^2 .
\end{equation}
Here most of the spectrum lies at $q$ too large to feed a propagating wave.

At the example's $k_F$, $C=0.28$, $0.22$, $0.029$ and $0.0034$ for $L=0.1$, $0.3$, $1$ and $3$ nm. The largest value over $0.5\le k_FL\le6$ is $0.35$, near $k_FL=2.1$. This corresponds to $L\simeq0.15$ nm, which, like $L=0.1$ nm, is below an atomic spacing, so a continuous wall is only a formal model there. For $L=1$ nm the $1.57\,\%$ shrinks to $0.05\,\%$. For this kind of wall, (\ref{result}) is thus a considerable overestimate.

\section{Beside a real film}

\textbf{Q:} An rms roughness of $0.02$ nm is a tenth of an atomic step. Can a surface even have a Gaussian height of that size?

\textbf{A:} Not literally. Let a fraction $c$ of the surface be raised by one step $b$. Then $h^2=c(1-c)b^2$ and
\begin{equation}
p=\left|1-c+c\,e^{2ik_Fub}\right|^2=1-2c(1-c)\left[1-\cos(2k_Fub)\right].
\end{equation}
For $b=0.2$ nm and the same $h$, $c\simeq0.010$. The phase reaches $2\times14\times0.2=5.6$, so for steeply incident electrons $1-\cos\phi$, which cannot exceed 2, falls far below the $\phi^2/2$ implied by the linear law. The thick-film increase is $0.43\,\%$, or $0.27$ of the linear value, with the diffuse assumption kept. It is sensitive to the step height: with $k_F=13.6\ \mathrm{nm^{-1}}$, steps of $0.208$ and $0.181$ nm give $0.39\,\%$ and $0.54\,\%$.

\textbf{Q:} Then what should an engineer make of the formula?

\textbf{A:} It is the small-roughness limit of the Soffer model, and deposited copper films usually lie outside it. Their rms roughness is, roughly, a few tenths of a nanometre or more. At $h=0.2$ nm, with the other values fixed, $s=7.84$ and the linear law gives $157\,\%$, while (\ref{film}) with the full exponential gives $16\,\%$. That figure also rests on the diffuse assumption. For a smooth wall with $k_FL\gg1$ and small slope, the deflection is set by the slope, and the momentum balance gives about $3h^2\lambda/(L^2d)$, only $0.5\,\%$ for $L=3$ nm. Scattering by oxide, liner or atomic-scale disorder at the interface is outside this model, so the rms height alone does not fix the surface resistivity of a real film.

Grain boundaries also matter. Model them as random planes across the current, with spacing $D$ and reflection probability $R$. An electron with direction cosine $x$ along the current is reflected at the rate $Rv_F|x|/D$ and each time loses twice its drift. Weighting the loss rate $2Rv_F|x|/D$ with $x^2$ gives, to first order,
\begin{equation}
\frac{\Delta\rho}{\rho_0}=\frac{2R\lambda}{D}\,
\frac{\int_0^1x^3dx}{\int_0^1x^2dx}=\frac{3R\lambda}{2D}.
\end{equation}
For the assumed values $R=0.2$ and $D=100$ nm this is $12\,\%$, nearly eight times the roughness term. It is only a first-order estimate: $R=0.2$ is not very small, and solving the transport problem for planes crossed in series by a uniform current gives about $15\,\%$, for regular and for random spacing alike.

Two other omissions are smaller here. Replacing the integral of $1-u^2$ by a sum over the 445 occupied subbands, at fixed $k_F$, changes it by $-0.17\,\%$. This is the change in carrier density at fixed $k_F$, and it is about a tenth of the roughness effect when both are measured against the bulk conductivity. Thermal smearing spreads $s$, which is proportional to energy, over a fractional range of order $k_BT/E_F=0.35\,\%$, and its mean changes much less. Copper's Fermi surface is not a sphere, and I have not sized that error.

\section*{Numbers as computed}
\begin{verbatim}
kF = 14.0 1/nm
mean free path = 40.0 nm
thickness = 100.0 nm
rms roughness = 0.020 nm
kF h = 0.280
s = (kF h)^2 = 0.0784
4 s lambda/d = 0.1254
specularity at normal incidence = 0.7308
angular integral = 1/12
linear law, increase = 1.568 %
thick-film full Soffer, increase = 1.452 %
finite-thickness full Soffer, increase = 1.465 %
linear law / finite-thickness result = 1.0702
hbar/e^2 = 4108.24 ohm
bulk resistivity = 1.5515 microohm cm
resistivity increase, linear = 0.02433 microohm cm
roughness for 10 % excess of linear law = 0.0224 nm
large roughness = 0.20 nm, s = 7.840
  linear law there = 156.8 %
  finite-thickness full Soffer = 16.02 %
thin test: d/lambda = 0.25, s = 1e-04
  computed increase / linear law = 0.99959
lateral correlation (Gaussian), loss / Soffer loss:
  L = 0.1 nm: factor 0.2842, increase 0.4457 %
  L = 0.3 nm: factor 0.2172, increase 0.3406 %
  L = 1.0 nm: factor 0.0288, increase 0.0452 %
  L = 3.0 nm: factor 0.0034, increase 0.0053 %
  largest factor in scan = 0.346 at kF L = 2.25
atomic step height = 0.20 nm, raised fraction = 0.0101
  increase with steps = 0.425 %
  steps / linear law = 0.271
grain reflection R = 0.2, grain size = 100 nm
  first-order grain increase = 12.00 %
  grain-boundary increase = 11.91 %
mean free path at 400 K = 30.0 nm (from 300 K)
  linear law there = 1.176 %
  bulk resistivity there = 2.0687 microohm cm
  warming equal to roughness effect = 4.70 K
occupied subbands = 445
  subband sum versus integral = -0.168 %
Fermi energy = 7.468 eV
  kT/EF at 300 K = 0.00346
\end{verbatim}
